# Does an ELF value of one signal a strong bond?

**Q:** I have been reading bond strengths from maps of the electron localisation function, ELF. It runs from 0 to 1, so I take a value near 1 between two atoms as a strong covalent bond, and 1/2 as a weak or metallic one. In H2 I find 1 at the middle of the bond, which fits.

**A:** Move away from the middle. What does your map show behind one of the protons, or for a helium atom, which has no bond?

**Q:** It is 1 there too, and 1 all over helium. I put that down to a plotting fault.

**A:** The plot is right. Let us see what the function measures. Take a single determinant of real, orthonormal orbitals, in atomic units, and treat one spin at a time. All sums run over the occupied orbitals of that spin:

$$\rho=\sum_i\psi_i^2,\qquad \tau=\sum_i|\nabla\psi_i|^2,\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho}.$$

There is no factor 1/2 in this $\tau$. With a reference value $D_0$,

$$\mathrm{ELF}=\frac{1}{1+(D/D_0)^2},\qquad D_0=\frac35(6\pi^2)^{2/3}\rho^{5/3}.$$

No total or binding energy appears here; $\tau$ is twice a local kinetic-energy density of that spin. The physical content lies in $D$.

**Q:** What is $D$, physically?

**A:** It tells how likely a second electron of the same spin is to be found close to a first one. Put the first at $\mathbf r$ and the second at $\mathbf r'=\mathbf r+\mathbf s$. When the other electrons of a determinant are integrated out, orthonormality removes every cross term whose remaining orbitals do not match. What is left is a sum over pairs of orbitals. Each pair contributes the square of a two-electron determinant, $\tfrac12[\dots]^2$, times 2 because either electron may be the first. Dividing by the density of the first electron gives the conditional density of the second:

$$P(\mathbf r,\mathbf s)=\frac{1}{\rho(\mathbf r)}\sum_{i<j}\big[\psi_i(\mathbf r)\psi_j(\mathbf r+\mathbf s)-\psi_j(\mathbf r)\psi_i(\mathbf r+\mathbf s)\big]^2 .$$

For small $\mathbf s$, insert $\psi_j(\mathbf r+\mathbf s)=\psi_j+\mathbf s\cdot\nabla\psi_j+O(s^2)$. The terms without $\mathbf s$ cancel, $\psi_i\psi_j-\psi_j\psi_i=0$, which is the Pauli principle at work. The bracket becomes

$$\mathbf s\cdot\mathbf A_{ij}+O(s^2),\qquad \mathbf A_{ij}=\psi_i\nabla\psi_j-\psi_j\nabla\psi_i .$$

Now square it and average over the directions of $\mathbf s$. The average of $s_as_b$ is $s^2\delta_{ab}/3$, so to leading order

$$\bar P=\frac{s^2}{3\rho}\sum_{i<j}|\mathbf A_{ij}|^2 .$$

**Q:** And that sum is related to $D$?

**A:** Yes. $|\mathbf A_{ij}|^2$ is symmetric in $i,j$ and vanishes for $i=j$, so the sum over pairs is half the unrestricted double sum:

$$\sum_{i<j}|\mathbf A_{ij}|^2=\frac12\sum_{i,j}\big(\psi_i^2|\nabla\psi_j|^2+\psi_j^2|\nabla\psi_i|^2-2\,\psi_i\psi_j\nabla\psi_i\cdot\nabla\psi_j\big).$$

The first two terms each give $\rho\tau$, and the half leaves one of them. The third gives $-\big|\sum_i\psi_i\nabla\psi_i\big|^2$. Since $\nabla\rho=2\sum_i\psi_i\nabla\psi_i$, this equals $-|\nabla\rho|^2/4$. Hence

$$\sum_{i<j}|\mathbf A_{ij}|^2=\rho\tau-\frac{|\nabla\rho|^2}{4}=\rho D,\qquad \bar P=\frac{s^2}{3}D .$$

So $D\ge0$, and a small $D$ means that same-spin electrons keep well apart near that point. The numerical check evaluates $3\bar P/s^2$ directly from the pair probability at a point in N2. It gives 1.5993 bohr⁻⁵, against 1.5992 bohr⁻⁵ from the formula for $D$.

**Q:** Then why is H2 equal to 1 everywhere?

**A:** How many orbitals of each spin are occupied?

**Q:** One. So there is no pair $i<j$, and the sum is empty.

**A:** Then $P=0$ at every separation, not merely a small one. You can confirm it from the definition of $D$. With $\rho=\psi^2$ we have $\nabla\rho=2\psi\nabla\psi$, so

$$\frac{|\nabla\rho|^2}{4\rho}=\frac{4\psi^2|\nabla\psi|^2}{4\psi^2}=|\nabla\psi|^2=\tau,\qquad D=0,\qquad \mathrm{ELF}=1$$

wherever $\rho>0$. The form of $\psi$ was not used. It may belong to an atom, to a bonded molecule or to one pulled apart.

**Q:** Surely something changes when the bond is broken.

**A:** The energy does. I take restricted Hartree-Fock, which puts both electrons in one spatial orbital, and the cc-pVTZ basis. At a bond length of 1.4 bohr the Hartree-Fock energy lies 3.63 eV below that of two separate atoms. At 10 bohr it lies 6.41 eV above (6.31 eV in aug-cc-pVTZ), a known failure of this wavefunction on stretching. At both lengths ELF differs from 1 by less than $10^{-9}$ at some 3000 sampled points, which is numerical error. The same value of ELF accompanies a bound and a strongly unbound energy.

**Q:** You have just called that wavefunction a failure at 10 bohr. What if I use a good one?

**A:** Full configuration interaction in the same basis gives a binding energy of 4.70 eV at 1.4 bohr and 0.0001 eV at 10 bohr (4.71 and 0.0002 eV in aug-cc-pVTZ). For such a wavefunction you must say which definition of ELF you mean, because the link between $D$ and $P$ was derived for a determinant.

If ELF is defined through the same-spin pair probability, it stays at 1. Singlet H2 has one electron of each spin, so there is never a second one of the same spin to find, however strongly the two electrons are correlated.

If instead you put the correlated density matrix into the formula with $\tau$, the result differs. That matrix has natural orbitals $\varphi_k$ with fractional occupations $n_k$ per spin, and

$$\rho=\sum_k n_k\varphi_k^2,\qquad \tau=\sum_k n_k|\nabla\varphi_k|^2 .$$

At the midpoint $\nabla\rho=0$ by symmetry, so $D=\tau$. Natural orbitals of σ or π type that change sign through the midpoint have a slope there, and they make $D$ positive.

**Q:** Is that a small correction?

**A:** At 1.4 bohr it is: the midpoint value is 0.999. At 3 bohr it is 0.905 (0.908 in aug-cc-pVQZ), and at 6 bohr 0.009. The limit of large bond length $R$ can be worked out. Let $a$ and $b$ be the 1s orbitals of the two atoms, with negligible overlap. The natural orbitals are $(a\pm b)/\sqrt2$, each with $n=1/2$ per spin. At the midpoint $a=b$ and $\nabla b=-\nabla a$, so the plus combination has the value $\sqrt2\,a$ and no slope, while the minus combination has no value and the slope $\sqrt2\,\nabla a$. Therefore

$$\rho=\tfrac12\,(2a^2)=a^2,\qquad D=\tau=\tfrac12\,(2|\nabla a|^2)=|\nabla a|^2=a^2=\rho,$$

where $|\nabla a|=a$ because $a=e^{-r}/\sqrt\pi$. Then

$$\frac{D}{D_0}=\frac{\rho^{-2/3}}{\frac35(6\pi^2)^{2/3}}\approx\frac{\rho^{-2/3}}{9.12},\qquad \rho=\frac{e^{-R}}{\pi}.$$

The ratio grows without limit as the density between the atoms dies away. At $R=10$ bohr, $\rho\approx1.4\times10^{-5}$ bohr⁻³ and the estimate is about 185; full configuration interaction gives 197 in the cc-pVTZ basis and 173 in aug-cc-pVTZ, since at so low a density the ratio is sensitive to how the basis describes the tail of the orbitals. An even-tempered basis with 14 s and 4 p shells per atom, reaching down to an s exponent of 0.015, gives 184.

**Q:** So that version does fall when the bond breaks. Could I use it as a measure of strength after all?

**A:** It falls in this one molecule, but that does not make it an energy scale. Your rule has to rank different bonds, so compare Li2 with N2. I use the Kohn-Sham determinant of the PBE functional in the def2-SVP basis, each molecule near its equilibrium bond length, taken from a parabola through three energies (5.29 bohr for Li2, 2.11 bohr for N2). This basis is small, so the digits below belong to this model and are not converged values for the real molecules.

- Li2: binding energy 0.89 eV; at the midpoint $D/D_0=0.0457$, so $\mathrm{ELF}=1/(1+0.0457^2)=0.998$.
- N2: binding energy 10.56 eV; at the midpoint $D/D_0=0.392$, so $\mathrm{ELF}=1/(1+0.392^2)=0.87$.

The bond that is about twelve times stronger has the lower ELF.

**Q:** Why should a triple bond lower it?

**A:** Use inversion symmetry about the midpoint. An orbital that is even under inversion has zero gradient there, and an odd one has zero value. So $\nabla\rho=0$, and $D$ is the sum of $|\nabla\psi_i|^2$ over the odd orbitals alone. In Li2 the one occupied odd orbital of each spin is the antisymmetric combination of the two 1s cores, which has nearly died out at the midpoint. In N2 there are four: the core combination, one valence σ orbital and the two bonding π orbitals. The π orbitals help to bind the molecule, and their slopes also add to $D$; at the midpoint the two of them supply about 0.53 bohr⁻⁵, and the two odd σ orbitals together only about 0.01 bohr⁻⁵. ELF depends on $D/D_0$, and $D_0$ rises too. The midpoint spin density is 0.00578 bohr⁻³ in Li2 and 0.322 bohr⁻³ in N2, so $D_0\propto\rho^{5/3}$ grows from about $1.7\times10^{-3}$ to 1.38 bohr⁻⁵, a factor of about 800. Multiplying by the ratios above, $D$ grows from about $7.8\times10^{-5}$ to 0.54 bohr⁻⁵, a factor of about 7000. $D$ outgrows $D_0$, and ELF falls.

**Q:** I accept that 1 does not mean strong. But 1/2 must mean something, since it is the value for a metal.

**A:** It is the value for the uniform electron gas, and it is so because $D_0$ was chosen that way. Fill the plane-wave states of one spin up to the wavenumber $k_F$. The waves $\mathbf k$ and $-\mathbf k$ can be combined into a real cosine and sine without changing $\rho$ or $\tau$, so our formulas apply. With $1/(2\pi)^3$ states per unit volume of space and of $\mathbf k$-space,

$$\rho=\frac{1}{(2\pi)^3}\int_0^{k_F}4\pi k^2\,dk=\frac{k_F^3}{6\pi^2},\qquad \tau=\frac{1}{(2\pi)^3}\int_0^{k_F}4\pi k^4\,dk=\frac{k_F^5}{10\pi^2}=\frac35k_F^2\rho .$$

The density is uniform, so $\nabla\rho=0$ and $D=\tau$. Inserting $k_F=(6\pi^2\rho)^{1/3}$ gives

$$D=\frac35(6\pi^2)^{2/3}\rho^{5/3}=D_0,\qquad \mathrm{ELF}=\frac{1}{1+1}=\frac12$$

at every density. Explicit sums over 113081 plane waves give 0.5000 at two densities that differ by a factor of 1000. Had the reference been chosen as $2D_0$, the same gas would have the value $1/(1+\tfrac14)=0.8$, while H2 would still have 1.

**Q:** If I find 1/2 somewhere in a molecule, is the electron system metallic at that point?

**A:** No. It says that $D$ there equals that of a uniform gas with the same local spin density. Take triplet H2, with two spin-up electrons, at 3 bohr. In unrestricted Hartree-Fock with the cc-pVTZ basis its energy is 0.82 eV above that of two atoms, so there is no bond at this distance. The spin-up ELF is 0.22 at the midpoint (0.24 in cc-pVQZ) and 1.00 at each nucleus. It varies continuously, so it must pass through 1/2 in between, and does so on the axis about 0.3 bohr from the midpoint. This is a system of two electrons, and no metal.

**Q:** The nuclei in that repulsive state have the value 1 as well?

**A:** To the digits shown, yes. Near each nucleus one spin-up electron dominates and the other is mostly elsewhere. Between the nuclei both compete for the same space, and ELF drops.

**Q:** Then how should I read the map?

**A:** As a map of where same-spin electrons exclude one another more or less effectively than in a uniform gas of the same density. Before reading anything into a value of 1, count the occupied orbitals of each spin: if there is one, and the map is the ELF of that spin from a determinant of real orbitals, the value was fixed before the calculation began. For the strength of a bond, compute the energy of the molecule and subtract it from that of its separated parts.

## Calculated quantities

```
Energy of one H atom, cc-pVTZ: -0.499810 hartree
H2 singlet, cc-pVTZ (FCI = full configuration interaction)
R = 1.4 bohr: FCI binding energy 4.6998 eV
  RHF energy minus two atoms: -3.628 eV
  RHF largest 1-ELF over 3001 points: 3.3e-10
  midpoint, FCI density matrix: D/D0 = 0.0332, ELF = 0.9989
R = 3.0 bohr: FCI binding energy 1.5141 eV
  RHF energy minus two atoms: 0.300 eV
  RHF largest 1-ELF over 3001 points: 2.6e-10
  midpoint, FCI density matrix: D/D0 = 0.3247, ELF = 0.9046
R = 6.0 bohr: FCI binding energy 0.0176 eV
  RHF energy minus two atoms: 4.844 eV
  RHF largest 1-ELF over 3001 points: 6.7e-11
  midpoint, FCI density matrix: D/D0 = 10.7528, ELF = 0.0086
R = 10.0 bohr: FCI binding energy 0.0001 eV
  RHF energy minus two atoms: 6.414 eV
  RHF largest 1-ELF over 3001 points: 2.7e-10
  midpoint, FCI density matrix: D/D0 = 197.3343, ELF = 0.0000
He atom, RHF: largest 1-ELF over 3001 points: 2.7e-09
H2 triplet, UHF, R = 3.0 bohr: energy minus two atoms 0.817 eV
  ELF (spin up) at midpoint 0.2231, at a nucleus 1.00000
  ELF = 1/2 on the axis at 0.306 bohr from the midpoint
PBE/def2-SVP, each molecule at its parabola minimum
Li2: bond length 5.287 bohr, binding energy 0.89 eV
  midpoint: spin density 0.00578 bohr^-3, D/D0 = 0.0457, ELF = 0.9979
N2: bond length 2.107 bohr, binding energy 10.56 eV
  midpoint: spin density 0.32191 bohr^-3, D/D0 = 0.3924, ELF = 0.8665
N2 at (0.3, 0.2, 0.5) bohr, pair distance s = 0.005 bohr
  3P/s^2 from pair probability: 1.59926 bohr^-5
  D from tau and grad rho:      1.59918 bohr^-5
Plane waves in a periodic cube, one spin
  1 states, side 20 bohr, density 1.250e-04 bohr^-3: ELF = 1.0000
  7 states, side 20 bohr, density 8.750e-04 bohr^-3: ELF = 0.4928
  113081 states, side 20 bohr, density 1.414e+01 bohr^-3: ELF = 0.5000
  113081 states, side 200 bohr, density 1.414e-02 bohr^-3: ELF = 0.5000
```
